# Core polarization potential and screened dipole operator, applied to potassium: a numerical check

```python
"""Core polarization potential and screened dipole operator from one model.

Result under test (atomic units): a core of polarizability alpha_c and a
valence electron at r, in a uniform field F, have after elimination of the
core dipole the energy
  F.r (1 - alpha_c f/r^3) - alpha_c f^2/(2 r^4) - alpha_c F^2/2,
where f(r) damps the field f r/r^3 of the electron at the core.
For potassium, alpha_c and f come from the Hartree-Fock response of K+,
and the valence electron moves in the virtual orbitals of K+.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

# --- Elimination of the core dipole, with the field from a Coulomb potential
electron = np.array([2.0, -3.0, 4.0])
field = np.array([0.02, 0.01, -0.03])
alpha_test = 5.0


def electron_potential(point):
    return -1.0 / np.linalg.norm(point - electron)


step = 1e-3
field_at_core = np.array([
    -(electron_potential(step * e) - electron_potential(-step * e)) / (2 * step)
    for e in np.eye(3)])
minimum = minimize(lambda d: d @ d / (2 * alpha_test)
                   - d @ (field + field_at_core), np.zeros(3), tol=1e-10)
dist = np.linalg.norm(electron)
closed_form = (field @ electron * (1 - alpha_test / dist**3)
               - alpha_test / (2 * dist**4) - alpha_test * field @ field / 2)
assert abs(field @ electron + minimum.fun - closed_form) < 1e-7

# --- Quantum core oscillator coupled to an electron on a line
x = np.linspace(-16, 16, 81)
dx = x[1] - x[0]
diff = np.subtract.outer(np.arange(81), np.arange(81))
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**diff / np.where(diff == 0, 1, diff)**2) / dx**2
h_line = kinetic + np.diag(-1 / np.sqrt(x**2 + 2))
g_line = x / (x**2 + 4)**1.5
g_slope = (4 - 2 * x**2) / (x**2 + 4)**2.5


def coupled_states(alpha, omega_c, levels=6):
    """Two lowest energies, electron and core parts of transition dipole."""
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    dipole = np.sqrt(alpha * omega_c / 2) * (ladder + ladder.T)
    one = np.eye(levels)
    ham = (np.kron(h_line, one)
           + np.kron(np.eye(81), omega_c * np.diag(np.arange(levels)))
           - np.kron(np.diag(g_line), dipole))
    e, c = eigh(ham, subset_by_index=[0, 1])
    a, b = c[:, 0].reshape(81, levels), c[:, 1].reshape(81, levels)
    return e, -np.sum(b * x[:, None] * a), np.sum(b * (a @ dipole))


alpha_line, omega_fast = 3.0, 40.0
e_full, d_el, d_core = coupled_states(alpha_line, omega_fast)
e_eff, c_eff = eigh(h_line - np.diag(alpha_line * g_line**2 / 2))
d_eff = c_eff[:, 1] @ ((-x + alpha_line * g_line) * c_eff[:, 0])
predicted = alpha_line / (4 * omega_fast) * np.sum((g_slope * c_eff[:, 0])**2)
adiabatic_ratio = (e_full[0] - e_eff[0]) / predicted
assert abs(adiabatic_ratio - 1) < 0.05
assert abs(abs(d_el + d_core) / abs(d_eff) - 1) < 0.01

e_bare, c_bare = eigh(h_line)
_, _, d_weak = coupled_states(1e-3, 1.0)
dynamic_seen = abs(d_weak / (1e-3 * (c_bare[:, 1] @ (g_line * c_bare[:, 0]))))
dynamic_formula = 1 / (1 - (e_bare[1] - e_bare[0])**2)
assert abs(dynamic_seen / dynamic_formula - 1) < 2e-3

# --- Hartree-Fock K+ in an uncontracted Gaussian basis
shells = ([[0, [0.006 * 2.3**k, 1.0]] for k in range(20)]
          + [[1, [0.006 * 2.3**k, 1.0]] for k in range(16)]
          + [[2, [0.07 * 2.6**k, 1.0]] for k in range(8)])
mol = gto.M(atom="K 0 0 0", basis={"K": shells}, charge=1, spin=0, verbose=0)
eri = mol.intor("int2e", aosym="s8")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
z_ao = mol.intor("int1e_r")[2]


def core_scf(perturbation=0.0, start=None):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.get_hcore = lambda *args: h_core + perturbation
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
    mf.kernel(start)
    assert mf.converged
    return mf


core = core_scf()
dm0 = core.make_rdm1()
F = 0.003
plus, minus = core_scf(F * z_ao, dm0), core_scf(-F * z_ao, dm0)
dm_response = (plus.make_rdm1() - minus.make_rdm1()) / (2 * F)
alpha_c = -np.sum(z_ao * dm_response)
alpha_c_energy = -(plus.e_tot + minus.e_tot - 2 * core.e_tot) / F**2
assert abs(alpha_c_energy / alpha_c - 1) < 2e-3

# --- Damping function from the induced density along the field axis
log_r = np.linspace(np.log(2e-5), np.log(80.0), 460)
r = np.exp(log_r)
axis = np.column_stack([0 * r, 0 * r, r])
ao_axis = mol.eval_gto("GTOval_sph", axis)
g_density = np.sum((ao_axis @ dm_response) * ao_axis, axis=1)
inner = CubicSpline(log_r, r**4 * g_density).antiderivative()(log_r)
outer = CubicSpline(log_r, r * g_density).antiderivative()(log_r)
f = -4 * np.pi / (3 * alpha_c) * (inner + r**3 * (outer[-1] - outer))
f_at = CubicSpline(log_r, f)
assert abs(f[-1] - 1) < 1e-3
for radius in (1.0, 2.0, 4.0):
    with mol.with_rinv_origin((0.0, 0.0, radius)):
        potential = np.sum(mol.intor("int1e_rinv") * dm_response)
    assert abs(-potential * radius**2 / alpha_c - f_at(np.log(radius))) < 1e-3
r_in = 1e-3
inner_factor = 1 - alpha_c * f_at(np.log(r_in)) / r_in**3
nuclear_limit = (mol.atom_charge(0) - mol.nelectron) / mol.atom_charge(0)
assert abs(inner_factor - nuclear_limit) < 0.06

# --- Three-dimensional quadrature for operators given as functions of r
cos_t, w_t = np.polynomial.legendre.leggauss(4)
phi = 2 * np.pi * np.arange(6) / 6
ct, ph = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.column_stack([st * np.cos(ph), st * np.sin(ph), ct])
w_ang = np.repeat(w_t, 6) * 2 * np.pi / 6
points = (r[:, None, None] * directions[None]).reshape(-1, 3)
weights = np.outer(r**3 * (log_r[1] - log_r[0]), w_ang).ravel()
r_pt, f_pt = np.repeat(r, len(ct)), np.repeat(f, len(ct))
z_pt = points[:, 2]
ao = mol.eval_gto("GTOval_sph", points)


def grid_matrix(values):
    return ao.T @ (ao * (weights * values)[:, None])


assert np.max(abs(grid_matrix(np.ones_like(r_pt))
                  - mol.intor("int1e_ovlp"))) < 1e-4
z_screened = grid_matrix(z_pt * (1 - alpha_c * f_pt / r_pt**3))
z_from_density = z_ao + core.get_j(mol, dm_response)
assert np.max(abs(z_screened - z_from_density)) < 1e-3
v_cp = grid_matrix(-alpha_c * f_pt**2 / (2 * r_pt**4))

# --- Dipole response of the real core to a charge, against the f^2 law
radii_ang = np.array([0.8, 1.4, 2.5])
response_ratio = []
q = 0.05
for radius in radii_ang / ANG:
    dipole_part = (z_pt / r_pt * np.minimum(r_pt, radius)
                   / np.maximum(r_pt, radius)**2)
    shifted = core_scf(q * grid_matrix(dipole_part), dm0)
    exact_response = -2 * (shifted.e_tot - core.e_tot) / q**2
    response_ratio.append(exact_response * radius**4
                          / (alpha_c * f_at(np.log(radius))**2))
assert min(response_ratio) > 1 - 3e-3
assert response_ratio[-1] < 1.1

# --- Valence electron of potassium in the space orthogonal to the core
n_occ = mol.nelectron // 2
virt = core.mo_coeff[:, n_occ:]
h_virtual = np.diag(core.mo_energy[n_occ:])


def to_virtual(matrix):
    return virt.T @ matrix @ virt


radius_op = to_virtual(grid_matrix(r_pt))


def valence(potential, dipole):
    e, c = eigh(h_virtual + to_virtual(potential))
    assert e[3] - e[1] < 1e-5 and e[4] - e[3] > 1e-3
    row = c.T @ to_virtual(dipole) @ c[:, 0]
    gap = e[1] - e[0]
    length2 = np.sum(row[1:4]**2)
    return dict(ion=-e[0], gap=gap, length=np.sqrt(length2),
                strength=2 * gap * length2,
                alpha=2 * np.sum(row[1:]**2 / (e[1:] - e[0])),
                resonance=2 * length2 / gap,
                total_strength=2 * np.sum((e - e[0]) * row**2),
                mean_r=c[:, 0] @ radius_op @ c[:, 0], state=c[:, 0])


zero = np.zeros_like(v_cp)
cases = {"none": valence(zero, z_ao), "potential": valence(v_cp, z_ao),
         "operator": valence(zero, z_screened),
         "both": valence(v_cp, z_screened)}
none, pot, oper, both = cases.values()
assert pot["ion"] > none["ion"] and pot["mean_r"] < none["mean_r"]
assert both["alpha"] < pot["alpha"] < none["alpha"]
assert oper["alpha"] < none["alpha"]
assert both["strength"] < pot["strength"]
assert oper["strength"] < none["strength"]

# Total polarizability from the field-dependent energy of the undivided model
electron_field = points * (f_pt / r_pt**3)[:, None]


def model_energy(strength):
    total_field = electron_field + np.array([0.0, 0.0, strength])
    core_energy = -alpha_c / 2 * np.sum(total_field**2, axis=1)
    ham = h_virtual + to_virtual(strength * z_ao + grid_matrix(core_energy))
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


weak = 3e-4
alpha_energy = -(model_energy(weak) + model_energy(-weak)
                 - 2 * model_energy(0.0)) / weak**2
alpha_total = both["alpha"] + alpha_c
assert abs(alpha_energy / alpha_total - 1) < 2e-3

# Size of finite core frequency effects, 3p orbital energy as rough scale
omega_scale = -core.mo_energy[n_occ - 1]
h_rad = f / r**2
slope = np.gradient(h_rad, log_r) / r
gradient2 = np.repeat(slope**2 + 2 * h_rad**2 / r**2, len(ct))
delay_shift = (alpha_c / (4 * omega_scale)
               * both["state"] @ to_virtual(grid_matrix(gradient2))
               @ both["state"])
dynamic_gain = 1 / (1 - (both["gap"] / omega_scale)**2) - 1

A3 = ANG**3
print(f"Basis functions: {mol.nao}")
print(f"K+ Hartree-Fock energy: {core.e_tot * EV:.2f} eV")
print(f"alpha_c from induced dipole: {alpha_c * A3:.4f} angstrom^3")
print(f"alpha_c from energy: {alpha_c_energy * A3:.4f} angstrom^3")
print(f"alpha_c converted: {alpha_c:.3f} a.u.")
print(f"Screening factor near nucleus: {inner_factor:.4f}")
print(f"Force-balance value (Z-N)/Z: {nuclear_limit:.4f}")
print("r (angstrom), f, V_cp (eV), factor 1-alpha_c f/r^3:")
for ra in (0.5, 0.8, 1.0, 1.4, 2.0, 2.5, 3.0):
    rb = ra / ANG
    fr = float(f_at(np.log(rb)))
    print(f"  {ra:.1f}  {fr:.4f}  {-alpha_c * fr**2 / (2 * rb**4) * EV:.4f}"
          f"  {1 - alpha_c * fr / rb**3:.4f}")
print("Core dipole response / f^2 law at r (angstrom):")
for ra, ratio in zip(radii_ang, response_ratio):
    print(f"  {ra:.1f}  {ratio:.4f}")
for name, c in cases.items():
    print(f"Core polarization included: {name}")
    print(f"  ionization {c['ion'] * EV:.4f} eV, 4s-4p {c['gap'] * EV:.4f} eV")
    print(f"  transition length {c['length'] * ANG:.4f} angstrom,"
          f" oscillator strength {c['strength']:.4f}")
    print(f"  alpha valence {c['alpha'] * A3:.3f},"
          f" total {(c['alpha'] + alpha_c) * A3:.3f} angstrom^3")
print(f"Mean 4s radius without V_cp: {none['mean_r'] * ANG:.4f} angstrom")
print(f"Mean 4s radius with V_cp: {pot['mean_r'] * ANG:.4f} angstrom")
print(f"Sum of bare strengths without V_cp: {none['total_strength']:.4f}")
print(f"Sum of bare strengths with V_cp: {pot['total_strength']:.4f}")
print(f"4s-4p share of valence alpha, both: "
      f"{100 * both['resonance'] / both['alpha']:.2f} %")
print(f"Total alpha from field energy: {alpha_energy * A3:.3f} angstrom^3")
print(f"Total alpha converted, both: {alpha_total:.2f} a.u.")
print(f"3p orbital energy scale: {omega_scale * EV:.2f} eV")
print(f"Estimated delay shift of 4s: +{delay_shift * EV:.4f} eV")
print(f"Estimated dynamic gain of core dipole: {100 * dynamic_gain:.3f} %")
print(f"Oscillator test, energy shift / formula: {adiabatic_ratio:.4f}")
print(f"Oscillator test, dynamic factor: {dynamic_seen:.4f}")
print(f"Dynamic factor from formula: {dynamic_formula:.4f}")
print("all assertions hold")
```

Printed output:

```
Basis functions: 108
K+ Hartree-Fock energy: -16299.78 eV
alpha_c from induced dipole: 0.8090 angstrom^3
alpha_c from energy: 0.8090 angstrom^3
alpha_c converted: 5.459 a.u.
Screening factor near nucleus: 0.0543
Force-balance value (Z-N)/Z: 0.0526
r (angstrom), f, V_cp (eV), factor 1-alpha_c f/r^3:
  0.5  0.1295  -1.5634  0.1617
  0.8  0.4165  -2.4666  0.3419
  1.0  0.6171  -2.2181  0.5008
  1.4  0.8741  -1.1585  0.7423
  2.0  0.9849  -0.3531  0.9004
  2.5  0.9981  -0.1485  0.9483
  3.0  0.9998  -0.0719  0.9700
Core dipole response / f^2 law at r (angstrom):
  0.8  1.6388
  1.4  1.0422
  2.5  1.0002
Core polarization included: none
  ionization 3.9988 eV, 4s-4p 1.3987 eV
  transition length 1.7105 angstrom, oscillator strength 1.0741
  alpha valence 60.411, total 61.220 angstrom^3
Core polarization included: potential
  ionization 4.2977 eV, 4s-4p 1.5764 eV
  transition length 1.6168 angstrom, oscillator strength 1.0815
  alpha valence 47.932, total 48.741 angstrom^3
Core polarization included: operator
  ionization 3.9988 eV, 4s-4p 1.3987 eV
  transition length 1.6507 angstrom, oscillator strength 1.0004
  alpha valence 56.236, total 57.045 angstrom^3
Core polarization included: both
  ionization 4.2977 eV, 4s-4p 1.5764 eV
  transition length 1.5517 angstrom, oscillator strength 0.9962
  alpha valence 44.117, total 44.926 angstrom^3
Mean 4s radius without V_cp: 2.7838 angstrom
Mean 4s radius with V_cp: 2.6349 angstrom
Sum of bare strengths without V_cp: 1.1142
Sum of bare strengths with V_cp: 1.1296
4s-4p share of valence alpha, both: 99.71 %
Total alpha from field energy: 44.924 angstrom^3
Total alpha converted, both: 303.18 a.u.
3p orbital energy scale: 31.85 eV
Estimated delay shift of 4s: +0.0955 eV
Estimated dynamic gain of core dipole: 0.246 %
Oscillator test, energy shift / formula: 0.9768
Oscillator test, dynamic factor: 1.0768
Dynamic factor from formula: 1.0768
all assertions hold
```
